# Lyapunov Exponents for Periodic and Chaotic Response of a Microwave-Driven Macrospin

A simulated magnetic element has been driven by microwaves for some nanoseconds, and the drive is about to be switched off. May the orientation found at that moment be used as a prediction, or must many trajectories be computed and a probability be quoted? If small errors die out and the starting state is known well enough to tell which final response it leads to, one trajectory is enough. If they grow on average by a fixed factor per drive period, the final orientation depends on digits that nobody controls. The largest Lyapunov exponent measures this growth.

## The model

The moment is uniform, with unit direction $\mathbf m$ and magnetization $M_s$. The Gilbert equation is

$$\dot{\mathbf m}=-\gamma\mu_0\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

Take $\mathbf m\times$ of both sides. Since $\mathbf m\cdot\dot{\mathbf m}=0$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, so

$$\mathbf m\times\dot{\mathbf m}=-\gamma\mu_0\,\mathbf m\times(\mathbf m\times\mathbf H)-\alpha\dot{\mathbf m}.$$

Inserting this in the first equation and collecting $\dot{\mathbf m}$ gives a factor $1+\alpha^2$ on the left. With $\mathbf H=M_s\mathbf h$ and the reduced time $\tau=\gamma\mu_0M_st/(1+\alpha^2)$,

$$\mathbf m'=-\mathbf m\times\mathbf h-\alpha\,\mathbf m\times(\mathbf m\times\mathbf h)=\mathbf h\times\mathbf m+\alpha[\mathbf h-(\mathbf m\cdot\mathbf h)\mathbf m].$$

The second form uses $|\mathbf m|=1$. The field is

$$\mathbf h=-N\mathbf m+\mathbf b,\qquad \mathbf b=b_0\cos(\omega\tau)\,\mathbf e,$$

where $N=\mathrm{diag}(N_x,N_y,N_z)$ holds the demagnetizing factors of an ellipsoid, with $N_x<N_y<N_z$ and sum 1. The easy axis is $x$, and $\mathbf e$ is a fixed direction in the $xy$ plane. The drive period is $T=2\pi/\omega$.

The example is an ellipsoid with full axes 80, 50 and 5 nm, $\mu_0M_s=1.0053$ T and $\alpha=0.02$. The ellipsoid integrals give $N=(0.03913,\,0.07758,\,0.88329)$. The in-plane anisotropy field is $\mu_0M_s(N_y-N_x)=38.7$ mT. A drive at 2.5 GHz has the period 0.4 ns, or $T=70.78$.

## A case that can be done by hand

Switch the drive off, but keep $T$ as a clock. Near $\mathbf m=\mathbf e_x$ let $m_y=u$ and $m_z=w$ be small. To first order $m_x=1$ and $\mathbf h=(-N_x,-N_yu,-N_zw)$. The precession term has the components

$$(\mathbf h\times\mathbf m)_y=h_zm_x-h_xm_z=-(N_z-N_x)w,$$
$$(\mathbf h\times\mathbf m)_z=h_xm_y-h_ym_x=(N_y-N_x)u.$$

In the damping term $\mathbf m\cdot\mathbf h=-N_x$, so its components are $-\alpha(N_y-N_x)u$ and $-\alpha(N_z-N_x)w$. With $p=N_y-N_x=0.03845$ and $q=N_z-N_x=0.84416$,

$$u'=-\alpha p\,u-q\,w,\qquad w'=p\,u-\alpha q\,w.$$

The difference of two nearby solutions obeys the same linear equations, so $\mathbf v=(u,w)$ is also an error vector. The matrix has trace $-\alpha(p+q)$ and determinant $(1+\alpha^2)pq$. Its eigenvalues are

$$s_\pm=-\frac{\alpha(p+q)}2\pm i\sqrt{pq-\frac{\alpha^2(q-p)^2}4}.$$

For $\alpha<2\sqrt{pq}/(q-p)=0.447$ the root is real and the motion is a damped precession. Both solutions then shrink at the same mean rate. Because $p+q=N_y+N_z-2N_x=1-3N_x$, the exponent per period is

$$\lambda_1=\lambda_2=-\frac{\alpha T(1-3N_x)}2=-\frac{0.02\times70.78\times0.8826}2=-0.625.$$

An error shrinks on average by the factor $e^{-0.625}=0.54$ per period.

Now find this number by following one vector. Let $A$ carry an error through one period. Start with a unit vector $\mathbf v_0$, compute $A\mathbf v_0$, record its length $r_1$, and divide by it. Continue with the new unit vector:

$$A\mathbf v_{k-1}=r_k\mathbf v_k,\qquad |\mathbf v_k|=1.$$

Substituting each line in the next gives $A^n\mathbf v_0=r_1r_2\cdots r_n\mathbf v_n$, and therefore

$$\frac1n\ln|A^n\mathbf v_0|=\frac1n\sum_{k=1}^n\ln r_k.$$

Renormalizing loses nothing: the logarithms add up to the growth of the vector that was never rescaled.

A single $r_k$ can mislead. To leading order in $\alpha$ the solution is, up to a common decaying factor, $u=\sqrt q\cos\phi$ and $w=\sqrt p\sin\phi$, with $\phi'=\sqrt{pq}$. This is an ellipse. A quarter turn from $y$ to $z$ multiplies the length of the vector by $\sqrt{p/q}=0.21$ even without damping, and the next quarter turn restores it. To leading order in $\alpha$ the logarithm thus wanders by at most $\tfrac12\ln(q/p)=1.54$, however long the run; the damping $\alpha=0.02$ raises this bound by about 0.001. After $n$ periods the error of the average is at most $1.54/n$, or 0.021 for $n=75$.

For $\alpha>0.447$ the eigenvalues are real and distinct, and a general vector turns towards the slower solution. The largest exponent is then $s_+T$, where $s_+$ now denotes the less negative eigenvalue. Expanding the root gives $s_+\approx-\alpha p-pq/[\alpha(q-p)]$. For $\alpha\gg1$, far above real damping, the first term dominates and describes the slow slide back to the easy axis within the plane; at $\alpha=1$ the two terms are still about equal. The two exponents now differ, and a single vector finds the larger one.

## The tangent equation with the drive on

With the drive on, the matrix changes along the orbit. Replace $\mathbf m$ by $\mathbf m+\epsilon\mathbf v$. The applied field is the same for both moments, so $\mathbf h$ changes by $\epsilon\mathbf h_v$ with $\mathbf h_v=-N\mathbf v$. The terms of first order in $\epsilon$ are

$$\mathbf v'=\mathbf h\times\mathbf v+\mathbf h_v\times\mathbf m+\alpha[\mathbf h_v-(\mathbf m\cdot\mathbf h)\mathbf v-(\mathbf v\cdot\mathbf h+\mathbf m\cdot\mathbf h_v)\mathbf m].$$

An allowed error keeps $|\mathbf m|=1$, so $\mathbf m\cdot\mathbf v=0$. To see whether this persists, form the two parts of the derivative of $\mathbf m\cdot\mathbf v$:

$$\mathbf m'\cdot\mathbf v=(\mathbf h\times\mathbf m)\cdot\mathbf v+\alpha[\mathbf h\cdot\mathbf v-(\mathbf m\cdot\mathbf h)(\mathbf m\cdot\mathbf v)],$$
$$\mathbf m\cdot\mathbf v'=\mathbf m\cdot(\mathbf h\times\mathbf v)-\alpha[(\mathbf m\cdot\mathbf h)(\mathbf m\cdot\mathbf v)+\mathbf v\cdot\mathbf h].$$

The triple products are opposite and cancel, as do the terms $\alpha\mathbf h\cdot\mathbf v$. What remains is

$$(\mathbf m\cdot\mathbf v)'=-2\alpha(\mathbf m\cdot\mathbf h)(\mathbf m\cdot\mathbf v).$$

A tangent vector stays tangent. A rounding error in $\mathbf m\cdot\mathbf v$, however, grows wherever $\mathbf m\cdot\mathbf h<0$, so the radial part is removed at each renormalization.

The algorithm is as follows.

1. Choose $\mathbf m$, and run until the transient has passed.
2. Choose a random unit vector $\mathbf v$ with $\mathbf m\cdot\mathbf v=0$.
3. Integrate $\mathbf m$ and $\mathbf v$ together over one drive period.
4. Normalize $\mathbf m$, and replace $\mathbf v$ by $\mathbf v-(\mathbf m\cdot\mathbf v)\mathbf m$.
5. Record $r_k=|\mathbf v|$, and divide $\mathbf v$ by it.
6. Repeat from step 3, and average $\ln r_k$ to obtain $\lambda_1$ per period.

Dividing by the period in nanoseconds gives a rate in 1/ns.

## What the sign means

Without a drive, $\mathbf h=-\nabla g$, where $g=\tfrac12\mathbf m\cdot N\mathbf m$ is the reduced energy. Then $g'=-\mathbf h\cdot\mathbf m'=-\alpha[|\mathbf h|^2-(\mathbf m\cdot\mathbf h)^2]\le0$. The energy falls until $\mathbf h$ lies along $\mathbf m$ or $-\mathbf m$, and sustained chaos is impossible. The drive adds its phase as a third coordinate, which makes chaos possible but does not guarantee it. It also adds an exponent of zero, for a shift along the orbit itself. That exponent is absent here because both neighbours are compared at the same phase.

Look at the moment once per period. If $\lambda_1<0$ on a settled orbit, a small disc around one of its points shrinks under repeated mapping. The orbit is bounded and returns close to that point. Once the shrunken disc falls inside the original one, it contains a point that repeats, and this point attracts its surroundings. The response is periodic, possibly with a period of several drive periods. If $\lambda_1>0$ on a settled bounded orbit, errors grow and the response is chaotic. An unstable periodic orbit also has a positive exponent, but a general start does not settle on it. A value near zero may mean a bifurcation or a quasiperiodic response, and a finite run leaves it undecided.

For an orbit that repeats after $P$ periods there is a second route. Let $M$ carry tangent vectors once around it, with eigenvalues $\mu$, the Floquet multipliers. After $k$ rounds the longest vectors scale as $|\mu|_{\max}^k$, so

$$\lambda_1=\frac{\ln|\mu|_{\max}}P.$$

## The second exponent and the loss of area

Carry a second tangent vector and, at each renormalization, subtract its part along the first before recording its length. The product of the two lengths is the area they span, so $\lambda_1+\lambda_2$ is the mean logarithmic growth of area per period. This equals $T$ times the orbit average of the divergence of the flow on the sphere.

To compute that divergence, extend the flow to vectors $\mathbf x$ of any length $r$, keeping it tangent to every concentric sphere:

$$\mathbf F=\mathbf h\times\mathbf x+\alpha\left[\mathbf h-\frac{(\mathbf x\cdot\mathbf h)\mathbf x}{r^2}\right],\qquad\mathbf h=-N\mathbf x+\mathbf b.$$

With no radial component, its ordinary divergence at $r=1$ is the surface divergence. The precession term gives $\mathbf x\cdot(\nabla\times\mathbf h)-\mathbf h\cdot(\nabla\times\mathbf x)=0$, since both curls vanish. In the damping term $\nabla\cdot\mathbf h=-(N_x+N_y+N_z)=-1$. For the last part put $S=(\mathbf x\cdot\mathbf h)/r^2$, so that $\nabla\cdot(S\mathbf x)=3S+\mathbf x\cdot\nabla S$. The anisotropy part of $S$ has degree zero in $r$, and its radial derivative vanishes. The drive part has degree $-1$, and contributes $-\mathbf b\cdot\mathbf m$ at $r=1$. Hence

$$\nabla\cdot(S\mathbf x)=3(-\mathbf m\cdot N\mathbf m+\mathbf b\cdot\mathbf m)-\mathbf b\cdot\mathbf m=-3\,\mathbf m\cdot N\mathbf m+2\,\mathbf b\cdot\mathbf m,$$

$$\lambda_1+\lambda_2=\alpha T\,\langle-1+3\,\mathbf m\cdot N\mathbf m-2\,\mathbf b\cdot\mathbf m\rangle.$$

At rest on the easy axis this is $-\alpha T(1-3N_x)$, twice the value found by hand. Chaos is compatible with a negative sum: errors grow in one direction while areas shrink.

## A map of the response

The equations were integrated by a fourth-order Runge-Kutta method from three random starts per condition. The first 45 periods were dropped and 75 were averaged. The table gives the smallest and largest $\lambda_1$ per period for a field at 45° to the easy axis.

| Amplitude (mT) | 2.5 GHz | 4 GHz |
|---|---|---|
| 15 | −0.61 / −0.60 | −0.35 / −0.33 |
| 30 | 0.86 / 1.27 | −0.31 / 1.39 |
| 50 | 1.15 / 1.55 | 1.07 / 1.36 |
| 70 | 1.56 / 1.82 | 1.18 / 1.32 |
| 100 | 1.81 / 2.07 | 1.19 / 1.66 |
| 120 | −0.55 / −0.52 | −0.03 / 0.01 |

More drive does not simply mean more chaos: at 2.5 GHz the settled response is periodic again at 120 mT. The three starts in the table gave negative averages, but many other starts are still in a chaotic transient after 45 periods and give positive averages over the same window. At 4 GHz and 30 mT the starts disagree. Either two attractors coexist or a chaotic transient ended in some runs but not in others; these runs do not tell which. The long-time exponent belongs to an attractor, not to an amplitude, so one start is not enough. A positive entry in the table shows chaos during the averaged periods; it does not exclude a long transient that would end later. At 30 mT, for example, runs of 240 periods end on a periodic orbit for 13 of 20 starts at 4 GHz and for 3 of 12 starts at 2.5 GHz.

The direction matters as well. The full map covers 2.5, 3, 4 and 5 GHz and twelve amplitudes from 0 to 120 mT, for two field directions. With the field along the in-plane hard axis $y$, one condition of 48 was clearly chaotic, with exponents from 1.44 to 1.78 at 3 GHz and 15 mT. So coarse a grid can miss narrow windows.

The sign can be compared with direct recurrence. A run was called periodic if its last eight once-per-period points repeated to within 0.002 after at most 24 periods. Of all 288 runs, 278 had an exponent larger than 0.1 in magnitude over their last 40 periods, and in all 278 the sign agreed with the recurrence. The other ten were left undecided.

## One chaotic and one periodic case

Keep 2.5 GHz and 45°. At 100 mT, 36 trajectories were started near the end points of the map runs; 25 periods were dropped and 70 averaged. The result is

$$\lambda_1=1.81\pm0.03\ \text{per period}=4.5\ \text{ns}^{-1},$$

where the uncertainty is the standard error over trajectories. All 36 were still non-recurrent at the end. An error grows by $e^{1.81}\approx6$ per period, and a thousandfold in $\ln(1000)/1.813=3.8$ periods, or 1.5 ns. In this model an orientation known to a milliradian is therefore useless as a prediction a few nanoseconds later, and a probability must be quoted.

The second exponent is $-2.81$. The sum, $-0.996$, agrees with the divergence averaged separately along the same trajectories; as a property of the attractor it is good to about 0.02, since longer runs and finer steps give $-0.98$. Two real trajectories, reset to a distance of $10^{-7}$ after every period, also give 1.813. Without the reset their distance would stop growing at the size of the sphere. Using 85 instead of 142 time steps per period gives $1.83\pm0.03$, so the step size does not matter at this precision.

At 120 mT the response repeats after every drive period. Finite differences of a separately integrated orbit give the multipliers $-0.563\pm0.151i$. Their modulus is $\sqrt{0.563^2+0.151^2}=0.583$, so $\lambda_1=\ln0.583=-0.540$. The tangent-vector run gave $-0.548$, within the bound of 0.024 set by the wandering of the vector's length. Small errors about this orbit die out, so one trajectory suffices once the moment has settled on it, as long as temperature is ignored. Before that, a chaotic transient amplifies errors. Among 36 random starts the median time to settle was about 44 periods (18 ns), and the slowest took more than 200 periods. After a drive of only a few nanoseconds from a general start, one trajectory is therefore not enough at 120 mT either.

## Temperature and real elements

Thermal agitation enters as a random field, constant during each step $\Delta\tau$. Let each component have the variance $\sigma^2/\Delta\tau$. Precession and damping turn it into two perpendicular velocities, so each tangent component of $\mathbf m$ diffuses with the coefficient $D=(1+\alpha^2)\sigma^2/2$. The drift down the energy slope has mobility $\alpha$. The Boltzmann distribution is stationary if $D=\alpha\theta$, with $\theta=k_BT_K/(\mu_0M_s^2V)$, temperature $T_K$ and volume $V$. Hence $\sigma^2=2\alpha\theta/(1+\alpha^2)$. At 300 K the barrier $(N_y-N_x)/2\theta$ is 39, yet the rms kick per period in each tangent direction, $\sqrt{2\alpha\theta T}$, is 0.037 rad.

With this field the chaotic case has $\lambda_1=1.73\pm0.03$; other sets of runs give 1.8 to 1.9, so the value cannot be told from the zero-temperature one. In the periodic case the mean over trajectories changes sign, to $0.53\pm0.13$ over the 70 averaged periods; the trajectories differ widely, a sizeable fraction of them still having a negative average over this window, so a longer run could shift this value. A plausible reason, not tested here, is that the kicks throw the moment off the periodic orbit into long chaotic excursions. The zero-temperature label thus does not carry over to room temperature at 120 mT. These thermal exponents compare two copies under the same noise. A negative value would not by itself make the orientation predictable, since the noise is unknown and the spread it causes must be found separately.

The magnetization and the exchange stiffness used below, 13 pJ/m, are roughly those of permalloy; the damping is about twice that of a bare film, as an adjacent metal layer can cause. The drive is very strong. A wide, thin stripline of width $w$ produces an in-plane field $\mu_0I/2w$ at its surface. For a line 1 µm wide and 0.2 µm thick this is an upper estimate, so 100 mT needs at least 159 mA, or $8\times10^7$ A/cm², more than a metal line can be expected to carry continuously. The assumption most in doubt is the uniform moment. For a bar of constant cross-section and length $L=80$ nm, the exchange field of the first nonuniform mode along the length, $(2A/M_s)(\pi/L)^2$, is 50 mT. For the ellipsoid, whose ends taper, it is about 93 mT, still slightly below the drive amplitude of 100 mT. Nonuniform motion may then be excited, and its effect on the exponent is not known from this model. A prediction for such an element needs a spatially resolved calculation, in which the same renormalization is applied to an error vector with one tangent component pair per cell.
